# Effective Interactions of a Random Copolymer with Its Two Homopolymers, part 2

A block copolymer film forms upright A and B domains only if the layer below has no strong preference for either. That layer is a random copolymer C with volume fraction \(f\) of A segments, and the problem is to find the \(f\) that balances its contacts with A and B.

Energies are in \(kT\) per segment unless a unit is written. Segments have volume \(v\) and statistical length \(b\). The local fraction of C is \(\phi\), and that of all A segments is \(x\). The melt is incompressible and randomly mixed, with uncorrelated copolymer sequences.

The interaction energy is \(\chi x(1-x)\), where \(\chi\) is the A–B interaction parameter. Subtracting the energies of the pure liquids, zero for a homopolymer and \(\phi\chi f(1-f)\) for C, leaves \(\chi_e\phi(1-\phi)\). Here \(\chi_e\) is \(\chi_A\) against A or \(\chi_B\) against B:

\[
\chi_A=\chi(1-f)^2,\qquad \chi_B=\chi f^2 ,
\]

With \(y\) the distance across the interface and \(\phi=\sin^2\theta\), the tension between long chains is the smallest value of

\[
\gamma=\frac{kT}{v}\int\left[\frac{b^2}{6}\theta'^2+\chi_e\sin^2\theta\cos^2\theta\right]dy ,
\]

whose first term is the gradient cost. It was minimized by completing the square, \(p^2+r^2\ge2pr\), which gives the profile

\[
\phi=\frac{\tan^2\theta}{1+\tan^2\theta}=\frac12\left[1+\tanh(Ky)\right].
\]

Here \(K=\sqrt{6\chi_e}/b\), and the width is \(2/K=2b/\sqrt{6\chi_e}\). The tension between the homopolymers is \(\gamma_{AB}=(kT\,b/v)\sqrt{\chi/6}\), and those of C against A and B are

\[
\gamma_A=\gamma_{AB}(1-f),\qquad \gamma_B=\gamma_{AB}f,
\]

The final table also lists earlier checks: contacts counted between straight chains on a lattice, with independent sequences or one common sequence; the gradient cost of a random walk in a potential; and tensions from numerically minimized profiles.

## Contact angle of a domain wall

Let a wall between bulk A and B liquids meet a thick copolymer layer that stays flat but is penetrated by both liquids as in the long-chain profile above. The angle \(\alpha\) is measured through A. Balance of forces along the layer requires

\[
\gamma_B=\gamma_A+\gamma_{AB}\cos\alpha,
\qquad
\cos\alpha=\frac{\gamma_B-\gamma_A}{\gamma_{AB}}=2f-1 .
\]

At \(f=1/2\) the wall stands at \(90^\circ\). At \(f=1\) the angle is zero and A spreads over the layer. Neutrality therefore means an upright wall, not a vanishing tension. The form \(2f-1\) holds only for long chains that interpenetrate the layer. Finite chains, or a layer that cannot be penetrated, change the angle away from \(f=1/2\), while the upright wall at \(f=1/2\) remains.

## Finite chains and the demixing threshold

Shorter chains gain entropy by mixing. Let both species have \(N\) segments per chain. When the copolymer chains, which fill a fraction \(\phi\) of the volume, spread through all of it, each gains entropy \(-k\ln\phi\). There are \(\phi/N\) such chains per segment, and the same argument holds for the homopolymer. The free energy of mixing becomes

\[
g(\phi)=\chi_e\phi(1-\phi)+\frac1N\left[\phi\ln\phi+(1-\phi)\ln(1-\phi)\right].
\]

It is symmetric about \(\phi=1/2\). Coexisting phases sit at its minima, \(\phi_e\) and \(1-\phi_e\). Setting \(g'=0\) with \(m=1-2\phi_e\) gives

\[
\chi_eN=\frac1m\ln\frac{1+m}{1-m}=2\left(1+\frac{m^2}{3}+\frac{m^4}{5}+\dots\right).
\]

The right side rises with \(m\) from the value 2. For \(\chi_eN\le2\) the liquids mix and no interface exists. Above 2, the phases move apart as \(\chi_e\) grows.

Replacing the energy in the tension by \(g(\phi)-g(\phi_e)\), which is never negative, and completing the square as before gives

\[
\gamma=\frac{kT\,b}{v}\,\frac{2}{\sqrt6}\int_{\theta_e}^{\pi/2-\theta_e}\sqrt{g(\phi)-g(\phi_e)}\;d\theta,\qquad \sin^2\theta_e=\phi_e .
\]

This tension rises with \(\chi_e\) for two reasons. The range of integration widens. Also, because \(g'(\phi_e)=0\), the quantity under the root changes at the rate \(\phi(1-\phi)-\phi_e(1-\phi_e)\), which is positive between the two phases. Equal tensions thus require equal \(\chi_e\) wherever both interfaces exist, and within this model that means \(f=1/2\). The comparison holds \(N\) equal for all three polymers.

The formula is an estimate, because the gradient cost was derived for long chains. Close to the threshold the profile varies little over the size of a whole chain, and the gradient cost is then only about two thirds of the value used here. The formula therefore gives too high a tension, by a factor that approaches \(\sqrt{3/2}\approx1.22\) at the threshold.

## Worked example

The round values are \(\chi=0.04\), \(b=0.70\) nm, \(v=0.155\ \mathrm{nm^3}\) and a temperature of 500 K, where \(kT=6.903\times10^{-21}\) J. The half-pitch is \(d=14\) nm and the copolymer layer is 6 nm thick. The homopolymer tension for long chains is

\[
\gamma_{AB}=\frac{(6.903\times10^{-21}\,\mathrm J)(0.70\times10^{-9}\,\mathrm m)}{0.155\times10^{-27}\,\mathrm{m^3}}\sqrt{\frac{0.04}{6}}=2.55\ \mathrm{mN/m}.
\]

At \(f=0.50\), both effective parameters are \(0.04/4=0.010\), and both tensions are 1.27 mN/m. At \(f=0.45\),

\[
\chi_A=0.04(0.55)^2=0.0121,\qquad \chi_B=0.04(0.45)^2=0.0081 ,
\]

and the tensions are 1.40 mN/m against A and 1.15 mN/m against B. Their difference is \(2.546\times0.10=0.255\) mN/m. Over a square of one half-pitch this amounts to

\[
\frac{(0.255\times10^{-3}\,\mathrm{J/m^2})(14\times10^{-9}\,\mathrm m)^2}{6.903\times10^{-21}\,\mathrm J}\approx7.2 .
\]

Covering such a square with B instead of A saves about \(7\,kT\). The preference is proportional to \(|f-1/2|\). In the long-chain model, keeping it below \(1\,kT\) per square requires \(|f-1/2|<0.05/7.23\approx0.007\). This number belongs to the stated \(\chi\), temperature and half-pitch.

For long chains, the interface at \(f=0.50\) has the width \(2(0.70\,\mathrm{nm})/\sqrt{6\times0.010}=5.7\) nm, nearly the thickness of the layer. The calculation assumes thick liquids on both sides, so the substrate may be felt through a layer this thin. Close to the demixing threshold the interface is wider still: for the chains of 250 segments considered next, it is more than twice as wide at \(f=0.50\).

## How much finite chains change

For \(N=250\), \(\chi_eN\) is 2.5 at \(f=0.50\), close to the threshold. The estimated tension there drops from 1.27 to 0.16 mN/m.

At \(f=0.45\), \(\chi_AN=3.03\) and \(\chi_BN=2.03\). The estimated tensions fall to 0.37 mN/m against A and 0.002 mN/m against B. Their difference is about 0.37 mN/m, or about \(11\,kT\) per square. Allowing for the overestimated gradient cost lowers it by about a sixth, to roughly \(9\,kT\), which is still larger than the long-chain result of \(7.2\,kT\). Both tensions fall, but the one against B falls further, by about 1.1 mN/m compared with 1.0 mN/m, because its parameter lies just above the threshold. The long-chain formula therefore overestimates the separate tensions here and underestimates their difference.

These numbers describe free chains of equal length and equal composition. Random chains of 250 segments differ in \(f\) by about 0.03, which lowers the threshold by about 1 %. That is nearly the margin by which \(\chi_BN\) exceeds 2, so the tension against B is uncertain by a factor of two or more, while the difference of the tensions is hardly affected. A grafted copolymer cannot spread through the film, so they indicate the size of the effect and do not predict the behaviour of a grafted layer.

## What moves the neutral point

If a model is unchanged when the labels A and B are exchanged, the contact of C with A at \(f=1/2\) turns into its contact with B. The two tensions are then equal, even if chains sort their sequences at the interface. A shift of the neutral point needs an asymmetry.

Let the interaction depend on composition as \(\chi[1+\kappa(2x-1)]\). For \(\kappa>0\), unlike contacts cost more in A-rich surroundings. Subtract the energies of the pure liquids as in the first half. Against A, where \(1-x=\phi(1-f)\), the skewed part is

\[
\begin{aligned}
&\kappa\chi(1-x)\left[x(2x-1)-f(2f-1)\right]\\
&\quad=\kappa\chi(1-x)(x-f)(2x+2f-1).
\end{aligned}
\]

Against B, where \(x=\phi f\), it is

\[
\begin{aligned}
&\kappa\chi x\left[(1-x)(2x-1)-(1-f)(2f-1)\right]\\
&\quad=\kappa\chi x(f-x)(2x+2f-3).
\end{aligned}
\]

Since \((1-x)(x-f)=(1-f)^2\phi(1-\phi)\) and \(x(f-x)=f^2\phi(1-\phi)\), the effective parameters are multiplied by \(1+\kappa(2x+2f-1)\) and \(1+\kappa(2x+2f-3)\).

The tension contains the square root, which to first order halves the correction. It is averaged with the weight \(2\sin\theta\cos\theta\,d\theta=d\phi\), so the mean of \(\phi\) is \(1/2\). The mean of \(x\) is \((1+f)/2\) against A and \(f/2\) against B, which gives

\[
\gamma_A\approx\gamma_{AB}(1-f)\left[1+\tfrac32\kappa f\right],
\]

\[
\gamma_B\approx\gamma_{AB}f\left[1-\tfrac32\kappa(1-f)\right].
\]

Equality requires \(1-2f+3\kappa f(1-f)=0\). Near \(f=1/2\) the product \(f(1-f)\) is \(1/4\) to first order, so

\[
f^*\approx\frac12+\frac{3\kappa}{8}.
\]

For \(\kappa=0.10\) this gives 0.5375, and balancing the full long-chain tensions numerically gives 0.5373. A neutral point at 0.60 needs \(\kappa=0.28\).

Unequal segment volumes matter when composition is quoted as a mole fraction \(n_A\). Keep neutrality at volume fraction \(1/2\) and take \(v_A=0.17\) and \(v_B=0.14\ \mathrm{nm^3}\). Then \(n_Av_A=(1-n_A)v_B\), and

\[
n_A=\frac{v_B}{v_A+v_B}=\frac{0.14}{0.31}=0.45 .
\]

Composition also varies from place to place. Under one half-pitch square lie \(6\times14^2/0.155\approx7590\) segments. If they are independent, the average of \(f\) over the whole layer has the standard deviation \(\sqrt{0.25/7590}=0.0057\). A uniform change of this size would alter the tension difference by \(2\times2.546\times0.0057=0.029\) mN/m.

The actual spread is larger, because only segments inside the interface matter. A copolymer segment counts with the weight \(1-\phi\), the local fraction of homopolymer. For the long-chain profile at \(f=1/2\), the layer therefore acts as if its thickness were

\[
\frac{\left[\int\phi(1-\phi)\,dy\right]^2}{\int\phi(1-\phi)^2\,dy}=\frac{(1/2K)^2}{1/4K}=\frac1K=2.9\ \mathrm{nm}.
\]

Fewer segments share the average, and the spread grows by \(\sqrt{6/2.86}=1.45\) to 0.042 mN/m. This is about a sixth of the long-chain difference at \(f=0.45\).

## Beside a real film

The parameters lie in the rough range of styrene–methyl methacrylate block copolymers on random copolymer layers of the same monomers, with styrene as A. The value \(\chi=0.04\) is towards the high side for that pair. Its measured homopolymer tension is roughly 1 mN/m, below the long-chain value of 2.5 mN/m. Neutral layers are typically found near a styrene mole fraction of roughly 0.6, not 0.5. With the volumes used above, this is a volume fraction \(f\approx0.65\). The real system is therefore not symmetric between A and B, whether in the polymers themselves or at the surfaces of the film, and the shift is about 0.15 in \(f\). The volume correction alone moves the mole fraction the other way, to 0.45. A skewed interaction with \(\kappa\approx0.4\) would be large enough, but this does not show that it is the cause: preferences of the substrate and the free surface, unequal segment lengths and grafting are also left out. The model's value \(f=1/2\) is thus a starting composition for such a film, to be corrected by measurement. The numerical output below lists the tensions for other compositions.

## Values computed for the example and the checks

```
chi = 0.040; segment length b = 0.70 nm
segment volumes A, B, mean = 0.170, 0.140, 0.155 nm^3
temperature = 500 K; kT = 6.9032e-21 J
half-pitch = 14.0 nm; layer = 6.0 nm
lattice test at f = 0.30, coefficients over chi:
  with A: counted 0.4916, formula 0.4900
  with B: counted 0.0902, formula 0.0900
  one common sequence, with A: counted 0.7024
walk cost = 1.87218e-03 kT per step
gradient formula = 1.85950e-03 kT per step
largest profile-test deviation = 0.031 %
gamma_AB, long chains = 2.546 mN/m
f, chi_A, chi_B, gamma_A (mN/m), gamma_B (mN/m):
  0.30  0.01960  0.00360  1.782  0.764
  0.40  0.01440  0.00640  1.527  1.018
  0.45  0.01210  0.00810  1.400  1.145
  0.50  0.01000  0.01000  1.273  1.273
  0.55  0.00810  0.01210  1.145  1.400
  0.60  0.00640  0.01440  1.018  1.527
  0.70  0.00360  0.01960  0.764  1.782
neutral f from tension balance = 0.5000
at f = 0.45: gamma_A-gamma_B = 0.255 mN/m
  preference per half-pitch square = 7.23 kT
finite chains, N = 250 segments:
  chi_eff*N at f = 0.50: 2.500
  chi_A*N, chi_B*N at f = 0.45: 3.025, 2.025
  tension at f = 0.50: 0.1577 mN/m
  gamma_A at f = 0.45: 0.3744 mN/m
  gamma_B at f = 0.45: 0.0022 mN/m
  gamma_A-gamma_B = 0.3722 mN/m
  preference per half-pitch square = 10.57 kT
neutral f for kappa = 0.10: 0.5373
  first-order formula: 0.5375
kappa that gives neutral f = 0.60: 0.276
neutral mole fraction of A, unequal volumes = 0.452
segments under one half-pitch square = 7587
spread of f there: formula 0.00574, sampled 0.00567
  resulting tension-difference spread = 0.0292 mN/m
```
